# The Ginstling-Brounshtein Law and the Failure of Jander's Planar Approximation: a numerical check

```python
"""Diffusion-controlled conversion of a sphere (Ginstling-Brounshtein, GB)
against Jander's planar approximation.
Result under test, with x = 1-(1-alpha)^(1/3) and K = D*c_s/N:
    GB:     1 - 2 alpha/3 - (1-alpha)^(2/3) = 2 K t/R^2
    Jander: x^2 = 2 K t/R^2
R sphere radius, s core radius, rho = s/R, alpha = 1-rho^3 conversion,
D diffusivity, c_s surface concentration (excess over the core interface),
N diffusant needed per unit core volume, eps = c_s/N.
The full moving-boundary problem tests the quasi-steady assumption:
    g <= 2 K t/R^2 <= (1+eps) g,  g = left side of the GB law.
"""
import numpy as np
from scipy.constants import hour, micro
from scipy.integrate import quad, simpson, solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

R = 5 * micro
D = 1e-14
c_s = 500.0
N = 5e4
eps = c_s / N
K = D * eps


def g_gb(alpha):
    return 1 - 2 * alpha / 3 - (1 - alpha) ** (2 / 3)


def g_jander(alpha):
    return (1 - (1 - alpha) ** (1 / 3)) ** 2


def time_gb(alpha):
    return R**2 * g_gb(alpha) / (2 * K)


def time_jander(alpha):
    return R**2 * g_jander(alpha) / (2 * K)


def shell_resistance(rho):
    """Integral of dr/(4 pi r^2 D) over the shell, with u = ln(r/R)."""
    return quad(lambda u: np.exp(-u) / (4 * np.pi * D * R),
                np.log(rho), 0)[0]


def sphere_time(rho_low, rho_high):
    """Time for the core to shrink from rho_high to rho_low."""
    def integrand(rho):
        return N * 4 * np.pi * R**3 * rho**2 * shell_resistance(rho) / c_s
    return quad(integrand, rho_low, rho_high)[0]


def planar_time(rho_low, rho_high):
    """Same, with the planar flux D*c_s/(R-s) at the interface."""
    return quad(lambda rho: N * R**2 * (1 - rho) / (D * c_s),
                rho_low, rho_high)[0]


# Steady flow through the shell at 90 % conversion: numerical solution
rho90 = 0.1 ** (1 / 3)
mesh = np.linspace(rho90, 1, 60)
steady = solve_bvp(lambda r, w: np.vstack((w[1], -2 * w[1] / r)),
                   lambda wa, wb: np.array([wa[0], wb[0] - 1]),
                   mesh, np.vstack(((mesh - rho90) / (1 - rho90),
                                    np.ones_like(mesh))), tol=1e-8)
assert steady.success
flow_numeric = 4 * np.pi * D * c_s * R * steady.sol(1.0)[1]
flow_sphere = 4 * np.pi * D * c_s * R * rho90 / (1 - rho90)
flow_planar = 4 * np.pi * D * c_s * R * rho90**2 / (1 - rho90)
assert abs(flow_numeric / flow_sphere - 1) < 1e-6

# Both conversion laws against times integrated from the flux
for alpha in (0.01, 0.1, 0.5, 0.9, 0.999):
    rho = (1 - alpha) ** (1 / 3)
    assert abs(sphere_time(rho, 1) / time_gb(alpha) - 1) < 1e-6
    assert abs(planar_time(rho, 1) / time_jander(alpha) - 1) < 1e-6
    ratio = planar_time(rho, 1) / sphere_time(rho, 1)
    assert abs(ratio * (1 - 2 * (1 - rho) / 3) - 1) < 1e-6
t_full = sphere_time(0, 1)
t_full_jander = planar_time(0, 1)
assert abs(t_full * 6 * K / R**2 - 1) < 1e-6
assert abs(t_full_jander / t_full - 3) < 1e-5

# Small conversion: time ratio 1 + 2 alpha/9, next term of order alpha^2
rho = 0.99 ** (1 / 3)
small_ratio = planar_time(rho, 1) / sphere_time(rho, 1)
assert abs(small_ratio - (1 + 2 * 0.01 / 9)) < 2e-5

# End stage at rho = 0.01; neglected terms are of relative order rho
left_gb = (sphere_time(0, 0.01) / t_full / 3) ** 1.5
left_jander = (planar_time(0, 0.01) / t_full_jander / 2) ** 3
assert abs(left_gb / 0.01**3 - 1) < 0.02
assert abs(left_jander / 0.01**3 - 1) < 0.02

# Local slope of a Jander plot of spherical data is R/s times the true one
step = 1e-3
rise = (1 - rho90 + step) ** 2 - (1 - rho90 - step) ** 2
run = 2 * K * sphere_time(rho90 - step, rho90 + step) / R**2
slope90 = rise / run
assert abs(slope90 * rho90 - 1) < 1e-4


def full_problem(e, rho_list, cells=160, y_start=1e-3):
    """Full diffusion with moving interface, in units R = D = c_s = 1.
    Shell thickness y is the independent variable, z = (1-r)/y, v = r*c.
    Returns tau = 2*e*t and the integral of c*(r-r^2) over the shell."""
    z = np.linspace(0, 1, cells + 1)
    h = z[1]
    lam = brentq(lambda q: np.sqrt(np.pi) * q * np.exp(q * q) * erf(q) - e,
                 1e-6, 2)
    v_start = (1 - y_start * z) * (1 - erf(lam * z) / erf(lam))
    tau_start = e * y_start**2 / (2 * lam**2)

    def rhs(y, state):
        v = np.concatenate(([1.0], state[:-1], [0.0]))
        gradient = (4 * v[-2] - v[-3]) / (2 * h)
        curvature = (v[2:] - 2 * v[1:-1] + v[:-2]) / h**2
        slope = (v[2:] - v[:-2]) / (2 * h)
        dv = ((1 - y) * curvature / (e * y * gradient)
              + z[1:-1] * slope / y)
        return np.append(dv, 2 * y * (1 - y) / gradient)

    y_list = 1 - np.array(rho_list)
    run_ = solve_ivp(rhs, (y_start, y_list[-1]),
                     np.append(v_start[1:-1], tau_start), method="BDF",
                     t_eval=y_list, rtol=1e-7, atol=1e-10)
    assert run_.success
    results = []
    for y, state in zip(y_list, run_.y.T):
        v = np.concatenate(([1.0], state[:-1], [0.0]))
        results.append((state[-1], y**2 * simpson(z * v, x=z)))
    return results


rho_list = [0.5, rho90, 0.1]
full_rows = []
for e in (eps, 0.2):
    for rho, (tau, stored) in zip(rho_list, full_problem(e, rho_list)):
        alpha = 1 - rho**3
        g = g_gb(alpha)
        # tolerance: second-order space discretization
        assert abs(tau - g - 2 * e * stored) < 5e-5
        assert g < tau < (1 + e) * g
        leading = 1 + e / (3 - 2 * (1 - rho))
        if e == eps:
            # neglected terms are of order eps^2/rho
            assert abs(tau / g - leading) < e**2 / rho
        # the planar law misses the full solution by far more
        assert g_jander(alpha) / tau > 1.2
        full_rows.append((e, alpha, tau / g, leading, g_jander(alpha) / tau))

# Summary measures of Jander's error
x10 = 1.5 * (1 - 1 / 1.1)
alpha10 = 1 - (1 - x10) ** 3
assert abs(planar_time(1 - x10, 1) / sphere_time(1 - x10, 1) - 1.1) < 1e-6


def jander_alpha(t):
    return 1 - (1 - np.sqrt(2 * K * t) / R) ** 3


alpha_at_end = jander_alpha(t_full)
best = minimize_scalar(lambda a: jander_alpha(time_gb(a)) - a,
                       bounds=(0.5, 0.99999), method="bounded",
                       options={"xatol": 1e-8})
scan = np.linspace(0.001, 0.99999, 4000)
assert np.max(scan - jander_alpha(time_gb(scan))) <= -best.fun + 1e-7

print(f"Sphere radius R = {R / micro:.1f} micrometre")
print(f"Diffusivity D = {D:.1e} m^2/s")
print(f"Surface concentration c_s = {c_s:.0f} mol/m^3")
print(f"Diffusant demand N = {N:.1e} mol/m^3")
print(f"eps = c_s/N = {eps:.3f} (dimensionless)")
print(f"K = D c_s/N = {K:.2e} m^2/s")
print(f"2K/R^2 = {2 * K / R**2:.3e} 1/s")
print("Times in hours; x and ratio dimensionless")
print("alpha    x       g_GB     g_Jander  t_GB     t_Jander  ratio")
for a in (0.01, 0.1, 0.2, 0.5, 0.8, 0.9, 0.99, 0.999, 1.0):
    print(f"{a:.3f}  {1 - (1 - a) ** (1 / 3):.4f}  {g_gb(a):.6f} "
          f"{g_jander(a):.6f}  {time_gb(a) / hour:8.4f} "
          f"{time_jander(a) / hour:8.4f}  {time_jander(a) / time_gb(a):.4f}")
print(f"Completion, GB: {t_full:.4e} s = {t_full / hour:.2f} h")
print(f"Completion, Jander: {t_full_jander:.4e} s"
      f" = {t_full_jander / hour:.2f} h")
print(f"At alpha = 0.9: s/R = {rho90:.4f}, R/s = {1 / rho90:.4f}")
print(f"  flow, numerical steady solution = {flow_numeric:.4e} mol/s")
print(f"  flow, spherical formula = {flow_sphere:.4e} mol/s")
print(f"  flow, planar flux times core area = {flow_planar:.4e} mol/s")
print(f"  local Jander-plot slope / true slope = {slope90:.4f}")
print(f"Jander time 10 % too long at x = {x10:.4f}, alpha = {alpha10:.4f}")
print(f"Jander conversion at GB completion time = {alpha_at_end:.4f}")
print(f"Largest Jander conversion shortfall = {-best.fun:.4f}"
      f" at GB alpha = {best.x:.4f}")
print(f"  reached at t = {time_gb(best.x) / hour:.2f} h")
print("Full moving-boundary solution (times relative, dimensionless)")
print("eps    alpha   t_full/t_GB  leading-order  t_Jander/t_full")
for e, a, q, lead, qj in full_rows:
    print(f"{e:.2f}   {a:.3f}   {q:.5f}      {lead:.5f}        {qj:.4f}")
print("OK")
```

Output:

```
Sphere radius R = 5.0 micrometre
Diffusivity D = 1.0e-14 m^2/s
Surface concentration c_s = 500 mol/m^3
Diffusant demand N = 5.0e+04 mol/m^3
eps = c_s/N = 0.010 (dimensionless)
K = D c_s/N = 1.00e-16 m^2/s
2K/R^2 = 8.000e-06 1/s
Times in hours; x and ratio dimensionless
alpha    x       g_GB     g_Jander  t_GB     t_Jander  ratio
0.010  0.0033  0.000011 0.000011    0.0004   0.0004  1.0022
0.100  0.0345  0.001164 0.001191    0.0404   0.0414  1.0235
0.200  0.0717  0.004893 0.005138    0.1699   0.1784  1.0502
0.500  0.2063  0.036706 0.042559    1.2745   1.4778  1.1595
0.800  0.4152  0.124671 0.172388    4.3289   5.9857  1.3827
0.900  0.5358  0.184557 0.287126    6.4082   9.9696  1.5558
0.990  0.7846  0.293584 0.615529   10.1939  21.3725  2.0966
0.999  0.9000  0.324000 0.810000   11.2500  28.1250  2.5000
1.000  1.0000  0.333333 1.000000   11.5741  34.7222  3.0000
Completion, GB: 4.1667e+04 s = 11.57 h
Completion, Jander: 1.2500e+05 s = 34.72 h
At alpha = 0.9: s/R = 0.4642, R/s = 2.1544
  flow, numerical steady solution = 2.7213e-16 mol/s
  flow, spherical formula = 2.7213e-16 mol/s
  flow, planar flux times core area = 1.2631e-16 mol/s
  local Jander-plot slope / true slope = 2.1544
Jander time 10 % too long at x = 0.1364, alpha = 0.3558
Jander conversion at GB completion time = 0.9245
Largest Jander conversion shortfall = 0.0903 at GB alpha = 0.9593
  reached at t = 8.41 h
Full moving-boundary solution (times relative, dimensionless)
eps    alpha   t_full/t_GB  leading-order  t_Jander/t_full
0.01   0.875   1.00499      1.00500        1.4926
0.01   0.900   1.00517      1.00519        1.5478
0.01   0.999   1.00823      1.00833        2.4796
0.20   0.875   1.09546      1.10000        1.3693
0.20   0.900   1.09872      1.10372        1.4160
0.20   0.999   1.14645      1.16667        2.1806
OK
```
